\section*{Wick's theorem for ordinary and time-ordered products of bosonic operators, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions and conventions}

Hartree atomic units are used, so $\hbar=m_e=1$, energies and angular frequencies are in hartree, lengths in bohr and masses in electron masses. The system is a finite set of bosonic modes labelled $k$, with
\begin{equation}
[a_k,a_l^\dagger]=\delta_{kl},\qquad [a_k,a_l]=[a_k^\dagger,a_l^\dagger]=0,\qquad a_k|0\rangle=0,\qquad \langle 0|0\rangle=1 .
\label{eq:ccr}
\end{equation}
The adjoint of $a_k|0\rangle=0$ is $\langle 0|a_k^\dagger=0$. Operator identities are understood as acting on states with finitely many quanta, where every product is defined.

A \emph{linear operator} here means a linear combination of the $a_k$ and $a_k^\dagger$ with complex coefficients,
\begin{equation}
A_i=A_i^{+}+A_i^{-},\qquad A_i^{+}=\sum_k\alpha_{ik}\,a_k,\qquad A_i^{-}=\sum_k\beta_{ik}\,a_k^\dagger .
\label{eq:split}
\end{equation}
The superscript $+$ marks the annihilation part, because in a free field it carries the positive-frequency factor $e^{-i\omega t}$; it is not an adjoint. A free field in a box with finitely many modes, taken at a given point and time, has this form, and so has each component of the free vector potential. A field with infinitely many modes has it, with an infinite sum or an integral over $k$, if the coefficients are square-summable. Smearing with a smooth function that falls off rapidly ensures this for a massive field, and in three dimensions also for a massless one. For a massless field in one dimension the squared coefficients can still behave as $1/|k|$ at small $k$, and their integral then diverges. A Heisenberg field with a nonlinear equation of motion does not in general keep this form as time goes on, because products of the $a_k$ and $a_k^\dagger$ are generated. From \eqref{eq:ccr},
\begin{equation}
[A_i^+,A_j^+]=0,\qquad [A_i^-,A_j^-]=0,\qquad [A_i^+,A_j^-]=\sum_{kl}\alpha_{ik}\beta_{jl}\,\delta_{kl}=\sum_k\alpha_{ik}\beta_{jk}\equiv c_{ij}.
\label{eq:comm}
\end{equation}
The number $c_{ij}$ is the \emph{contraction} of $A_i$ standing to the left of $A_j$. It is a vacuum expectation value. Of the four terms in $\langle0|(A_i^++A_i^-)(A_j^++A_j^-)|0\rangle$, those with $A_j^+$ on the right annihilate $|0\rangle$ and those with $A_i^-$ on the left annihilate $\langle0|$, so
\begin{equation}
\langle0|A_iA_j|0\rangle=\langle0|A_i^+A_j^-|0\rangle=\langle0|\,(A_j^-A_i^++c_{ij})\,|0\rangle=c_{ij}.
\label{eq:cvev}
\end{equation}
In general $c_{ij}\neq c_{ji}$.

For a finite set $I$ of labels and a subset $S\subseteq I$ define $M_S=\prod_{i\in S}A_i^-$ and $L_S=\prod_{i\in S}A_i^+$, with empty products equal to 1. The order of factors inside $M_S$ or $L_S$ does not matter, by \eqref{eq:comm}. The \emph{normal product} is
\begin{equation}
N(I)\equiv N\Big(\prod_{i\in I}A_i\Big)=\sum_{S\subseteq I}M_S\,L_{I\setminus S},\qquad N(\emptyset)=1 .
\label{eq:normal}
\end{equation}
In words: multiply out the product, choosing $A_i^-$ for $i\in S$ and $A_i^+$ otherwise, and in each term write all creation parts to the left of all annihilation parts without adding commutators. Three properties follow.

(i) $N$ is symmetric. The right side of \eqref{eq:normal} refers only to the set $I$, not to an order of its elements.

(ii) $N$ is linear in each factor. Each term contains exactly one of $A_i^+$, $A_i^-$, to the first power, and both parts depend linearly on $A_i$.

(iii) $\langle0|N(I)|0\rangle=0$ for nonempty $I$. In each term either $I\setminus S$ is nonempty, and $L_{I\setminus S}|0\rangle=0$, or $S=I$ is nonempty, and $\langle0|M_I=0$.

Normal ordering is a rule applied to a written list of linear factors, not a function of the operator that the list multiplies out to. By (i), $N(aa^\dagger)=N(a^\dagger a)=a^\dagger a$, although $aa^\dagger=a^\dagger a+1$. Using the commutation relation inside $N$ would give $N(aa^\dagger)=a^\dagger a+1$, which contradicts (i).

A \emph{partial pairing} $P$ of $I$ is a set of disjoint unordered pairs of labels; $R(P)$ is the set of labels left unpaired. The empty pairing is allowed. A pairing is \emph{complete} if $R(P)=\emptyset$.

\section{Two and three operators}

For one operator the subsets are $\emptyset$ and $\{1\}$, and $N(A_1)=A_1^++A_1^-=A_1$. For two,
\begin{align}
A_1A_2&=A_1^+A_2^++A_1^+A_2^-+A_1^-A_2^++A_1^-A_2^-,\\
N(A_1A_2)&=A_1^+A_2^++A_2^-A_1^++A_1^-A_2^++A_1^-A_2^- .
\end{align}
Only the second terms differ, and their difference is $[A_1^+,A_2^-]$:
\begin{equation}
A_1A_2=N(A_1A_2)+c_{12}.
\label{eq:two}
\end{equation}
As a test, $A_1=a$, $A_2=a^\dagger$ has $c_{12}=1$ and \eqref{eq:two} reads $aa^\dagger=a^\dagger a+1$. In the other order $A_1^+=0$, so $c_{12}=0$ and $a^\dagger a$ is already normal.

For three operators take the simplest case, one mode and all factors equal to $x=a+a^\dagger$, so that every $c_{ij}=1$. Equation \eqref{eq:two} gives $x^2=N(x^2)+1$ with $N(x^2)=a^2+2a^\dagger a+a^{\dagger2}$. Multiply $N(x^2)$ by $x$ from the left. The part $a^\dagger$ is already in place. The part $a$ must be moved right, with $a\,a^\dagger a=a^\dagger a^2+a$ and $a\,a^{\dagger2}=(a^\dagger a+1)a^\dagger=a^\dagger(a^\dagger a+1)+a^\dagger=a^{\dagger2}a+2a^\dagger$:
\begin{align}
x\,N(x^2)&=(a^\dagger a^2+2a^{\dagger2}a+a^{\dagger3})+(a^3+2a^\dagger a^2+2a+a^{\dagger2}a+2a^\dagger)\nonumber\\
&=(a^3+3a^\dagger a^2+3a^{\dagger2}a+a^{\dagger3})+2(a+a^\dagger)=N(x^3)+2x .
\label{eq:xN2}
\end{align}
Hence $x^3=xN(x^2)+x=N(x^3)+3x$. The 3 is the number of ways to pick a pair from three factors: two of them arose when the new factor met a factor inside $N$, and one was the pair already present. The general proof repeats this mechanism.

\section{The step from $n$ to $n+1$ factors}

\subsection{A commutator with a product}

For any operators $X,Y_1,\dots,Y_m$ let $Z_r=Y_1\cdots Y_r\,X\,Y_{r+1}\cdots Y_m$, so that $Z_0=XY_1\cdots Y_m$ and $Z_m=Y_1\cdots Y_mX$. Neighbours differ by one exchange, $Z_{r-1}-Z_r=Y_1\cdots Y_{r-1}[X,Y_r]Y_{r+1}\cdots Y_m$, and the differences add up to $Z_0-Z_m$:
\begin{equation}
[X,Y_1\cdots Y_m]=\sum_{r=1}^{m}Y_1\cdots Y_{r-1}\,[X,Y_r]\,Y_{r+1}\cdots Y_m .
\label{eq:telescope}
\end{equation}
With $X=A_0^+$ and the $Y$'s the creation parts in $M_S$, each commutator is the number $c_{0j}$, which can be taken out in front:
\begin{equation}
A_0^+M_S=M_SA_0^++\sum_{j\in S}c_{0j}\,M_{S\setminus\{j\}} .
\label{eq:move}
\end{equation}
Here it matters that the commutators are numbers; the same fact is used once more in the induction below, where a product of contractions is moved to the left of $A_0$.

\subsection{The lemma}

For a set $I$ not containing the label $0$,
\begin{equation}
A_0\,N(I)=N(\{0\}\cup I)+\sum_{j\in I}c_{0j}\,N(I\setminus\{j\}).
\label{eq:lemma}
\end{equation}
To prove it, act with the two parts of $A_0$ on \eqref{eq:normal}. The creation part joins the other creation parts, $A_0^-M_S=M_{S\cup\{0\}}$. The annihilation part is moved with \eqref{eq:move} and then joins the other annihilation parts, $A_0^+L_{I\setminus S}=L_{(I\setminus S)\cup\{0\}}$. So
\begin{equation}
A_0N(I)=\sum_{S\subseteq I}M_{S\cup\{0\}}L_{I\setminus S}+\sum_{S\subseteq I}M_SL_{(I\setminus S)\cup\{0\}}+\sum_{S\subseteq I}\sum_{j\in S}c_{0j}M_{S\setminus\{j\}}L_{I\setminus S}.
\label{eq:three}
\end{equation}
Every subset of $\{0\}\cup I$ either contains $0$, and is $S\cup\{0\}$ for one $S\subseteq I$, with complement $I\setminus S$, or does not, and is some $S\subseteq I$, with complement $(I\setminus S)\cup\{0\}$. The first two sums are therefore together $N(\{0\}\cup I)$. In the third sum exchange the order: fix $j\in I$ and sum over the $S$ that contain it. Put $S'=S\setminus\{j\}$. As $S$ runs over the subsets of $I$ containing $j$, $S'$ runs once over all subsets of $I\setminus\{j\}$, and $I\setminus S=(I\setminus\{j\})\setminus S'$, since both sides are $I$ with $j$ and the elements of $S'$ removed. The inner sum is then $\sum_{S'}M_{S'}L_{(I\setminus\{j\})\setminus S'}=N(I\setminus\{j\})$, which completes \eqref{eq:lemma}.

Two tests: for $I=\{1\}$ the lemma is \eqref{eq:two}, and for two factors $x$ it gives $N(x^3)+2N(x)$, which is \eqref{eq:xN2}.

\subsection{Wick's theorem for ordinary products}

For linear operators $A_1,\dots,A_n$,
\begin{equation}
A_1A_2\cdots A_n=\sum_{P}\Big(\prod_{\{i,j\}\in P,\ i<j}c_{ij}\Big)\,N\big(R(P)\big),
\label{eq:wick}
\end{equation}
where $P$ runs over all partial pairings of $\{1,\dots,n\}$ and in each contraction the operator standing to the left in the product supplies the first index.

The proof is by induction on $n$. For $n=1$ only the empty pairing exists and \eqref{eq:wick} says $A_1=N(A_1)$. Suppose it holds for any $n$ linear operators. Label $n+1$ operators $A_0,A_1,\dots,A_n$, write $w(P)$ for the product of contractions, use the hypothesis for the last $n$ factors, and apply the lemma to each term with $I=R(P)$:
\begin{align}
A_0A_1\cdots A_n&=\sum_Pw(P)\,A_0N\big(R(P)\big)\nonumber\\
&=\sum_Pw(P)\,N\big(\{0\}\cup R(P)\big)+\sum_P\sum_{j\in R(P)}c_{0j}\,w(P)\,N\big(R(P)\setminus\{j\}\big).
\label{eq:induct}
\end{align}
It remains to match this with the sum over partial pairings $Q$ of $\{0,1,\dots,n\}$. In any $Q$ the label $0$ is either unpaired or paired with exactly one $j$. If it is unpaired, $Q$ is a partial pairing $P$ of $\{1,\dots,n\}$, with $w(Q)=w(P)$ and $R(Q)=\{0\}\cup R(P)$; these are the terms of the first sum, each once. If it is paired with $j$, deleting the pair $\{0,j\}$ leaves a pairing $P$ of $\{1,\dots,n\}$ in which $j$ is free; conversely a $P$ and a $j\in R(P)$ fix $Q=P\cup\{\{0,j\}\}$. Then $w(Q)=c_{0j}w(P)$, with the indices in the right order because $0<j$, and $R(Q)=R(P)\setminus\{j\}$; these are the terms of the second sum, each once. So \eqref{eq:induct} is \eqref{eq:wick} for $n+1$ operators.

No sign appears anywhere, however the pairs cross, because only commutators were used. For fermions the same argument runs with anticommutators and each term acquires the sign of a permutation; that case is not covered by \eqref{eq:wick}. The proof used only that the mixed commutators are numbers and that like parts commute, so it also holds when $\delta_{kl}$ in \eqref{eq:ccr} is replaced by another numerical matrix, such as the indefinite one of covariant photon quantization.

For $n=3$ the theorem reads
\begin{equation}
A_1A_2A_3=N(A_1A_2A_3)+c_{12}A_3+c_{13}A_2+c_{23}A_1,
\label{eq:n3}
\end{equation}
which for $A_i=x$ is $N(x^3)+3x$ again. If all factors are pure creation parts, every $c_{ij}=0$ and the product equals its normal product, as it must.

\section{Vacuum values and the count of complete contractions}

Take $\langle0|\cdots|0\rangle$ of \eqref{eq:wick}. By property (iii) only terms with $R(P)=\emptyset$ survive. A complete pairing covers an even number of labels, so for an odd number of operators the vacuum value is zero, and for $2n$ operators
\begin{equation}
\langle0|A_1\cdots A_{2n}|0\rangle=\sum_{P\ \mathrm{complete}}\ \prod_{\{i,j\}\in P,\ i<j}c_{ij}.
\label{eq:vev}
\end{equation}
For four operators this is $c_{12}c_{34}+c_{13}c_{24}+c_{14}c_{23}$.

Let $\mathcal P_n$ be the number of complete pairings of $2n$ labels. Label 1 must be paired with one of the other $2n-1$ labels. Once its partner is chosen, the rest is a complete pairing of the remaining $2n-2$ labels, and different partners give different pairings. Hence $\mathcal P_n=(2n-1)\mathcal P_{n-1}$ with $\mathcal P_0=1$, and
\begin{equation}
\mathcal P_n=(2n-1)(2n-3)\cdots3\cdot1=(2n-1)!!=\frac{(2n)!}{2^n\,n!}.
\label{eq:count}
\end{equation}
The last form holds because $(2n)!$ is the product of the odd factors, $(2n-1)!!$, and the even factors, $2\cdot4\cdots2n=2^nn!$. It also follows from a separate count. Write the $2n$ labels in a row, in any of $(2n)!$ orders, and pair neighbours in positions $(1,2),(3,4),\dots$. Every complete pairing arises, and each arises from $n!$ orders of its pairs times $2^n$ orders within the pairs. For $n=1,\dots,6$ the values are $1,3,15,105,945,10395$.

The number of terms of \eqref{eq:wick} with exactly $k$ contractions among $m$ operators follows by choosing the $2k$ labels to be paired and then pairing them completely:
\begin{equation}
\binom{m}{2k}(2k-1)!!=\frac{m!}{(2k)!\,(m-2k)!}\cdot\frac{(2k)!}{2^kk!}=\frac{m!}{2^k\,k!\,(m-2k)!}.
\label{eq:partialcount}
\end{equation}
For $m=4$ this gives $1,6,3$ (total 10) and for $m=6$ it gives $1,15,45,15$ (total 76). The induction step supplies a test: the total $T_{m+1}$ equals $T_m$ (new label free) plus $m\,T_{m-1}$ (new label paired with one of $m$, the other $m-1$ paired freely). With $T_4=10$, $T_5=26$ one finds $26+5\cdot10=76$.

\subsection{Test: all contractions equal}

With $A_i=x=a+a^\dagger$ every term of \eqref{eq:vev} is 1, so $\langle0|x^{2n}|0\rangle=(2n-1)!!$. This can be checked without the theorem. For an oscillator $H=p^2/2\mu+\tfrac12\mu\omega^2q^2$ with $[q,p]=i$, put $\kappa=\mu\omega$ and $a=\sqrt{\kappa/2}\,(q+ip/\kappa)$. Then
\begin{align}
[a,a^\dagger]&=\frac{\kappa}{2}\Big(-\frac{i}{\kappa}[q,p]+\frac{i}{\kappa}[p,q]\Big)=\frac{\kappa}{2}\cdot\frac{2}{\kappa}=1,\\
a^\dagger a&=\frac{\kappa}{2}\Big(q^2+\frac{p^2}{\kappa^2}+\frac{i}{\kappa}[q,p]\Big)=\frac{H}{\omega}-\frac12 ,
\end{align}
and adding and subtracting $a$ and $a^\dagger$,
\begin{equation}
q=s\,(a+a^\dagger),\qquad p=\frac{a-a^\dagger}{2is},\qquad s^2=\frac{1}{2\mu\omega}.
\label{eq:qp}
\end{equation}
The condition $a\psi_0=0$ with $p=-i\,d/dq$ is $\psi_0'=-\kappa q\psi_0$, so $\psi_0\propto e^{-\kappa q^2/2}$ and $|\psi_0|^2\propto e^{-q^2/2s^2}$, since $\kappa=1/2s^2$. In the variable $x=q/s$ the density is $\rho(x)\propto e^{-x^2/2}$, with $\rho'=-x\rho$. Integration by parts, with vanishing boundary terms, gives
\begin{equation}
\int x^{2n}\rho\,dx=-\int x^{2n-1}\rho'\,dx=(2n-1)\int x^{2n-2}\rho\,dx ,
\end{equation}
the same recursion as for $\mathcal P_n$, with the same start. The vacuum of a free field is a Gaussian state, and \eqref{eq:vev} says that all its moments are fixed by the second ones.

\subsection{What the count does not say}

The number $(2n-1)!!$ counts terms. Terms may be equal, as above, or zero. For a charged field, reduced to one particle mode $a$ and one antiparticle mode $b$, let $\psi=a+b^\dagger$ and $\psi^\dagger=a^\dagger+b$. By \eqref{eq:comm}, $c(\psi,\psi)=[a,b^\dagger]=0$, $c(\psi^\dagger,\psi^\dagger)=[b,a^\dagger]=0$ and $c(\psi,\psi^\dagger)=[a,a^\dagger]=1$. In $\langle0|\psi^n\psi^{\dagger n}|0\rangle$ a term survives only if each $\psi$ is paired with a $\psi^\dagger$, which can be done in $n!$ ways. For $n=1,2,3$ there are $1,3,15$ pairings, of which $1,2,6$ are nonzero, and the vacuum values are $1,2,6$.

The operator identity \eqref{eq:wick} holds on any state, but \eqref{eq:vev}, with the vacuum contractions $c_{ij}$, was derived for the state annihilated by the $A^+$ and does not hold in general for other states. In a number state $|\nu\rangle$ the normal products contribute. From \eqref{eq:wick} with the counts $1,6,3$, $x^4=N(x^4)+6N(x^2)+3$. The only terms that conserve the number of quanta are $6a^{\dagger2}a^2$ in $N(x^4)$, where $6=\binom42$ subsets $S$ have two elements, and $2a^\dagger a$ in $N(x^2)$. Since $a|\nu\rangle=\sqrt\nu\,|\nu-1\rangle$, their expectations are $6\nu(\nu-1)$ and $2\nu$, so $\langle x^4\rangle=6\nu^2+6\nu+3$, whereas $3\langle x^2\rangle^2=3(2\nu+1)^2=12\nu^2+12\nu+3$. The two agree only at $\nu=0$. For the same reason \eqref{eq:vev} fails in general in the ground state of an interacting system, which is not annihilated by the free $a_k$. If the coupling is quadratic and the ground state is the vacuum of new modes, the theorem applies again with the split \eqref{eq:split} taken in those modes.

Wick's theorem is now proved for ordinary products of linear bosonic operators, and the vacuum value of $2n$ of them is a sum over $(2n-1)!!$ complete pairings. What remains is the time-ordered form, its use in the S-matrix, a worked example and the numerical check.
